Why a Two-Nanometre Gold Film on Silicon Lacks Gold's Critical Edge

**Q:** I plan to measure X-ray reflectivity from 2 nm of gold on a silicon wafer, at 8.05 keV, near the copper K-alpha line. Gold reflects totally below its critical angle. Should I look for a sharp fall in the curve there?

**A:** Let us first fix what a critical angle is. Take a flat surface with depth z increasing into the sample, a time factor exp(−iωt), and a grazing angle θ measured from the surface. Let the electric field lie in the surface plane (s polarisation). The wave number along the surface, k cosθ, is the same in every layer, because the layers are uniform in that direction. In a medium of refractive index n, the depth dependence E(z) therefore obeys

E″ + (n²k² − k²cos²θ)E = 0.

Define q = k sinθ and U = k²(1 − n²). Since n²k² − k²cos²θ = q² − U, this becomes

E″ = (U − q²)E.

At energies well above most electron binding energies, the electrons respond nearly as free ones, so n² = 1 − n_e e²/(ε₀mω²). Multiplying 1 − n² by k² = ω²/c² gives

U = n_e e²/(ε₀mc²) = 4πr_e n_e,

where r_e = e²/(4πε₀mc²) is the classical electron radius. Binding is included roughly by using an effective electron density n_e. For q² > U the wave propagates in depth; for q² < U it is evanescent. The boundary is

sinθ_c = √U/k.

With rough typical densities, and 75 effective electrons per gold atom and 14 per silicon atom, U_f = 0.1567 nm⁻² for the gold film and U_s = 0.0248 nm⁻² for the silicon substrate. The wave number is k = 40.80 nm⁻¹. For gold, sinθ_Au = 0.3958/40.80 = 0.00970, so θ_Au = 0.556°. Likewise θ_Si = 0.221°.

Between these angles the wave is evanescent in gold but can propagate in silicon. Total reflection by gold requires gold deep enough for the field to die out. Whether 2 nm is deep enough must be calculated.

**Q:** How can an evanescent wave carry energy across the film at all?

**A:** A single decaying exponential cannot. Leave out absorption for now. The energy flux in depth is proportional to Im(E*E′). In the film, where κ² = U_f − q² > 0, the general field is

E = a e^(−κz) + b e^(κz).

Multiplying out E*E′ gives

E*E′ = κ[−|a|²e^(−2κz) + |b|²e^(2κz) + a*b − ab*].

The first two terms are real. The last two are a number minus its complex conjugate, so

Im(E*E′) = 2κ Im(a*b).

Flux needs both exponentials, with a phase difference between them. Unbounded gold has b = 0, since the field must not grow with depth, and it carries no flux. A finite film has a lower boundary, which supplies the second exponential.

**Q:** Then how much gets through?

**A:** Start in the silicon, where there is one outgoing wave, E = t e^(ip(z−d)), with p² = q² − U_s and d the film thickness. At z = d this gives E = t and E′ = ipt. For s polarisation both E and E′ are continuous, because they are proportional to the tangential electric and magnetic fields. The film solution with these values at z = d is

E(z) = t cosh κ(d−z) − ipt sinh κ(d−z)/κ.

Write C = cosh κd and S = sinh(κd)/κ. At the top surface,

E(0) = t(C − ipS),
E′(0) = t(ipC − κ²S).

Above the film, E = e^(iqz) + r e^(−iqz), so E(0) = 1 + r and E′(0) = iq(1 − r). Dividing the second condition by iq, and using −1/i = i,

1 + r = t(C − ipS),
1 − r = t(pC + iκ²S)/q.

Adding these and multiplying by q gives 2q = t[(q+p)C + i(κ²−qp)S], hence

t = 2q/[(q+p)C + i(κ²−qp)S].

Subtracting them gives 2qr = t[(q−p)C − i(κ²+qp)S], hence

r = [(q−p)C − i(κ²+qp)S]/[(q+p)C + i(κ²−qp)S].

The incident flux is proportional to q and the flux in silicon to p|t|². The tunnelling probability is their ratio:

T = 4qp/[(q+p)²C² + (κ²−qp)²S²].

The denominator simplifies. Since C² = 1 + κ²S², it equals

(q+p)² + S²[κ²(q+p)² + (κ²−qp)²].

In the square bracket the cross terms +2κ²qp and −2κ²qp cancel, leaving

κ²q² + κ²p² + κ⁴ + q²p² = (κ²+q²)(κ²+p²).

By definition κ² + q² = U_f and κ² + p² = U_f − U_s, so

T = 4qp/[(q+p)² + U_f(U_f−U_s) sinh²(κd)/κ²].

Without absorption the flux is the same at every depth, because d/dz Im(E*E′) = Im[|E′|² + (U−q²)|E|²] = 0. Therefore R = |r|² = 1 − T.

This result was tested by integrating the wave equation numerically for films of 2 and 10 nm, at angles 5, 30, 60 and 95% of the way from θ_Si to θ_Au. The values of T agreed within 10⁻⁷.

**Q:** Put in my 2 nm film.

**A:** Take the angle midway between the edges, 0.3885°. There q = 0.2766, p = 0.2275 and κ = 0.2832 nm⁻¹. The amplitude decay length 1/κ is 3.5 nm, longer than the film is thick, and κd = 0.566. The three terms are

4qp = 0.2517 nm⁻²,
(q+p)² = 0.2541 nm⁻²,
U_f(U_f−U_s)S² = 0.0919 nm⁻².

Thus

T = 0.2517/(0.2541 + 0.0919) = 0.727,

and R = 0.273. Most of the beam crosses a layer in which it cannot propagate.

The thickness at which this stops being true follows from setting the barrier term equal to (q+p)². As 4qp is almost equal to (q+p)² here, T is then close to one half. The condition is

sinh κd = κ(q+p)/√[U_f(U_f−U_s)] = 0.143/0.144 ≈ 0.99,

which gives κd ≈ 0.88 and d ≈ 3.1 nm at this angle.

**Q:** Could I have used the familiar exponential tunnelling law?

**A:** Not at this thickness. For κd ≫ 1, sinh²κd ≈ e^(2κd)/4. If the barrier term also far exceeds (q+p)², the formula reduces to

T ≈ 16qpκ²e^(−2κd)/[U_f(U_f−U_s)].

At the midway angle and 2 nm this gives 1.26, an impossible probability. At 20 nm it agrees with numerical integration to better than 0.1%, and T is 4.7 × 10⁻⁵. The exponential law keeps just the growing part of sinh and drops the term (q+p)², and in a thin film neither omission is allowed.

**Q:** Strong tunnelling explains a low reflectivity. Why is there no kink at the gold angle itself?

**A:** The formula contains κ through S² alone, and near κ = 0

S² = d²(1 + κ²d²/3 + …).

This is a power series in κ² = U_f − q², which is itself a smooth function of angle. Above θ_Au, κ becomes ik_f with k_f² = q² − U_f, and S becomes sin(k_f d)/k_f, which is the same series continued. Both q and p are also smooth there, and the denominator is positive. So R passes through θ_Au with a continuous slope. Setting S = d gives the value at the edge:

T = 4qp/[(q+p)² + U_f(U_f−U_s)d²] = 0.873.

Now compare unbounded gold. Put d = 0 and replace silicon by gold, so that p = k_f. Then r = (q−k_f)/(q+k_f). Below θ_Au, k_f is imaginary, the numerator and denominator have equal size, and R = 1. Just above it,

1 − R = 4qk_f/(q+k_f)² ≈ 4k_f/q.

Since k_f = √(q²−U_f) grows as √(θ−θ_Au), the slope is infinite at the edge. In the finite film, changing the sign of k_f merely exchanges the upward and downward waves, both of which are present, so no square root survives.

The power of (θ−θ_c) in the initial fall of R can be tested from numerical solutions at relative distances of 2.5 × 10⁻⁶ and 10⁻⁵ above the edge. It comes out as 1.000 for the film at θ_Au and 0.497 for unbounded gold.

**Q:** Does the film have any sharp edge, then?

**A:** It has silicon's. Silicon is the unbounded medium here, and it holds one outgoing wave. Just above θ_Si, p is small and

T ≈ 4qp/[q² + U_f(U_f−U_s)S²],

with p growing as √(θ−θ_Si). The same numerical procedure gives a power of 0.499. The edge is weaker than on bare silicon, where the denominator is q² alone: the barrier term makes the initial loss 1 − R only 0.20 of bare silicon's. With the absorption introduced below, R falls by 0.29 between 0.9θ_Si and 1.1θ_Si, against 0.73 for bare silicon. Below θ_Si, p is imaginary, silicon carries no flux, and R = 1 without absorption.

There is also a control. Keep the midway angle and replace the silicon by gold: p becomes iκ, the lower medium can carry nothing away, and numerical integration returns R = 1 within 10⁻⁸. It is the propagating wave in silicon that removes the total reflection.

**Q:** Gold absorbs strongly. Are you calling absorption tunnelling?

**A:** The two can be separated. Write n² = 1 − 2δ + 2iβ, so that U = 2k²(δ − iβ). The flux now falls with depth:

d/dz Im(E*E′) = Im(U)|E|² = −2k²β|E|².

Integrating through the film and dividing by the incident flux q gives

1 − R − T = A, with A = (2k²β/q)∫|E|²dz from 0 to d.

Here T = Re(p)|t|²/q is the flux entering silicon, and the formulas for r and t hold with complex U. I take β = 5 × 10⁻⁶ for gold and 2 × 10⁻⁷ for silicon, both rough values. At the midway angle R = 0.240, T = 0.647 and A = 0.113. Here A was found by integrating the field intensity, and the test that the three add to one holds within 10⁻⁹. Of the 76% of the beam that is not reflected, about 85% enters silicon.

Absorption matters more near silicon's edge. At θ_Si it has already lowered R to 0.77, and since p no longer vanishes there, it also rounds the square-root edge.

**Q:** What curve should I expect, and does the gold leave any mark on it?

**A:** A clear one. With absorption in both gold cases, and bare silicon taken without it, the model gives these reflectivities:

0.305°: film 0.374, bare silicon 0.034, thick gold 0.871
0.389°: film 0.240, bare silicon 0.0095, thick gold 0.815
0.556°: film 0.116, bare silicon 0.0018, thick gold 0.412

At the midway angle the film reflects about 25 times as much as bare silicon. At these angles the gold appears as a smooth excess over silicon's curve. Below about 0.21° the order reverses: absorption in the gold makes the film reflect less than bare silicon, 0.91 against 0.95 at 0.15° with absorption in both. Reflectivity reaches one half at 0.260° for the film, against 0.224° for bare silicon and 0.542° for thick gold. Reading the film's half-height angle as a critical angle would therefore give a density belonging to neither material.

The thickness is written at larger angles. Without absorption, when k_f d = π, S = 0 and the film drops out of the formula, leaving the reflectivity of bare silicon. This happens at

sinθ = √[U_f + (π/d)²]/k = √(0.157 + 2.467)/40.80 = 0.0397,

or θ = 2.28°, where R is 5.6 × 10⁻⁶ for ideal interfaces and no absorption. Above θ_Au, S changes appreciably when k_f changes by an amount of order π/d = 1.57 nm⁻¹. That is four times the value of q at the gold edge, so a 2 nm film has no room for narrow structure there.

**Q:** How thick must the gold be before its edge appears?

**A:** Use the fall of R between 0.9θ_Au and 1.1θ_Au as a measure, with angles and absorption held fixed:

2 nm: 0.05
5 nm: 0.19
10 nm: 0.39
20 nm: 0.51
50 nm: 0.50
unbounded gold: 0.49

These are differences in R, and they are small for a thin film partly because R itself is small there. A logarithmic plot shows ratios instead: over the same range R falls by a factor of 1.55 for 2 nm, 2.5 for 10 nm and 4.0 for unbounded gold, while bare silicon, with no edge there, falls by 2.4. As a difference, the steep fall is largely present at 10 nm. The 20 nm value slightly exceeds that of unbounded gold. In this model the two cases differ by the wave returned from the lower interface, so the excess is interference.

Without absorption, R would stay smooth at θ_Au for every finite thickness, and at a fixed angle above it sin²(k_f d) would go on oscillating as d grew. Absorption removes the returned wave in a thick film and so lets it approach unbounded gold. It also rounds that edge, which is why thick gold has R = 0.41 at θ_Au and not 1.

**Q:** My film will be neither flat nor perfectly continuous. Does the conclusion survive?

**A:** The values used are rough ones for bulk gold and silicon, and the last digits quoted move with them. Taking 74.6 to 76 electrons for gold and about 14.3 for silicon gives θ_Au from 0.554° to 0.560°, the lossless T at 0.3885° from 0.721 to 0.729, and T at 20 nm from 4.0 to 5.0 × 10⁻⁵. A gold density 10% lower raises these two values of T to 0.77 and 1.5 × 10⁻⁴ and moves the half-height angle to 0.249°. The assumption a real film of this thickness is most likely to break is continuity, because gold on silicon tends to gather into islands. As an example, take half coverage and double height, 4 nm, with the same amount of gold. Average the density sideways. This requires islands small compared with the distance the grazing beam travels along the surface while crossing the layer, 4 nm/tanθ ≈ 0.6 µm at the midway angle. Being smaller than the coherence length along the surface, which can be tens of micrometres, is not enough. At nine evenly spaced angles between the two edges, R then changes by up to 0.05 from that of the ideal absorbing film. On the same measure, 0.5 nm roughness changes it by up to 0.008, a 1.5 nm native oxide by 0.004, a beam divergence of 0.02° (full width at half maximum) by 0.003, and p polarisation by 2 × 10⁻⁵. Leaving out absorption would change it by 0.10. In each of these cases the fall across θ_Au stays between 0.048 and 0.059, about a tenth of that for thick gold as a difference in R. Alloying with silicon and a metal adhesion layer are not included.

The absence of a true kink does not depend on these details. For any layered profile U(z) of finite depth on silicon, the field can be built upward from its starting values, E = t and E′ = ipt, by repeated integration of E″ = (U−q²)E. This gives convergent power series in q², multiplied by t or by pt. Near the gold angle p is smooth too, so no square root arises there. The small size of the fall is a separate matter: it requires a thin film, as the list of thicknesses above shows. Islands of a micrometre or more are not a layered profile and are not covered by these numbers or by this argument: within the coherence length their reflected waves interfere, and beyond it their intensities add separately.

One instrumental effect can imitate an edge. A beam of height w overfills a sample of length L when L sinθ < w. For w = 0.1 mm and L = 20 mm this happens below 0.286°, between the two critical angles. For a uniform beam the intercepted fraction rises as sinθ up to that angle and is constant beyond it, so uncorrected data acquire a kink that belongs to neither material. A Gaussian beam of 0.1 mm full width at half maximum gives no kink, but its intercepted fraction is 0.76 at 0.286° and 0.98 at θ_Au, so it distorts the whole range. Correct for the footprint before assigning any feature in this range to gold. The numerical output lists the remaining angles and cases.

Values computed for the example and the checks

```
photon energy 8.05 keV, wave number 40.795 nm^-1
Au input: 19.3 g/cm3, 197.0 g/mol, 75.0 el/atom
Si input: 2.33 g/cm3, 28.1 g/mol, 14.0 el/atom
beta (no unit): Au 5.0e-06, Si 2.0e-07
delta (no unit): Au 4.708e-05, Si 7.437e-06
U: Au 0.15669, Si 0.02476 nm^-2
critical angles: Si 0.2210, Au 0.5560 deg
film thickness 2.0 nm; midway angle 0.3885 deg
midway q 0.2766, p 0.2275, kappa 0.2832 nm^-1
midway amplitude decay length 1/kappa 3.531 nm
midway (q+p)^2 0.2541 nm^-2, 4qp 0.2517 nm^-2
midway barrier term 0.0919 nm^-2
midway T: full 0.7274, thick-barrier formula 1.2580
theta/deg, kappa*d, T, R lossless; R absorbing; R bare Si; R thick Au
 0.2545 0.704 0.3814 0.6186 0.5221 0.1135 0.8972
 0.3047 0.662 0.5644 0.4356 0.3739 0.0340 0.8712
 0.3885 0.566 0.7274 0.2726 0.2398 0.0095 0.8147
 0.4722 0.418 0.8176 0.1824 0.1637 0.0038 0.7171
 0.5560 0.000 0.8729 0.1271 0.1160 0.0018 0.4118
midway with absorption: R 0.2398, T 0.6470, A 0.1132
R of absorbing film at Si critical angle 0.7683
angle where R = 1/2, deg:
 bare Si 0.2243
 film lossless 0.2834
 film absorbing 0.2602
 thick Au absorbing 0.5415
power of (theta-edge) in the initial fall of R, lossless:
 film at Au edge 1.000, thick Au 0.497, film at Si edge 0.499
d/nm, midway T lossless, fall of R from 0.9 to 1.1 Au angle (absorbing)
 2 7.274e-01 0.0517
 5 2.058e-01 0.1909
 10 1.346e-02 0.3866
 20 4.703e-05 0.5054
 50 1.965e-12 0.4974
 unbounded gold: fall 0.4944
film drops out at 2.276 deg: R film 5.615e-06, bare Si 5.615e-06
neglected effect: largest change of R between edges; fall at Au angle
 no absorption: 9.6e-02; 0.0593
 roughness 0.5 nm: 8.1e-03; 0.0540
 native oxide 1.5 nm: 3.5e-03; 0.0509
 islands, half coverage, 4 nm: 5.2e-02; 0.0480
 divergence 0.02 deg FWHM: 2.9e-03; 0.0518
 p polarisation: 1.7e-05; 0.0517
footprint: 0.1 mm beam overfills 20.0 mm sample below 0.286 deg
```
